# Pairing of UHF natural occupations and choice of an active space: a numerical check

```python
"""Natural occupations of an unrestricted determinant and an active space.

Result under test: if d_i are the singular values of the overlap between
the occupied spin-up and spin-down orbitals, the spin-summed density matrix
has eigenvalues 1+d_i and 1-d_i, n_a-n_b eigenvalues 1, and otherwise 0.
When d_i=1 the zero partner exists only if the orbital space has room.
Also tested: <S^2> = s(s+1) + sum(1-d_i^2), s=(n_a-n_b)/2, and the weight
of the determinant in an active space of matched natural-orbital pairs,
product over dropped pairs of ((1+d_i)/2)^2.
Symbols: n_a, n_b = electron numbers; d = corresponding-orbital overlaps;
k = number of natural-orbital pairs kept in the active space.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space
from scipy.sparse.linalg import LinearOperator, eigsh
from pyscf import gto, scf, ao2mo
from pyscf.fci import cistring, direct_spin1, spin_op

rng = np.random.default_rng(7)


def random_orthogonal(size):
    return np.linalg.qr(rng.normal(size=(size, size)))[0]


def string_amplitudes(orbitals):
    """All minors: amplitudes of one spin determinant in the basis strings."""
    size, count = orbitals.shape
    strings = np.asarray(cistring.gen_occslst(range(size), count))
    return np.linalg.det(orbitals[strings])


def check_determinant(up, down):
    """Compare many-electron expectation values with the overlap formulas."""
    size, n_a = up.shape
    n_b = down.shape[1]
    vector = np.outer(string_amplitudes(up), string_amplitudes(down))
    assert abs(np.sum(vector**2) - 1) < 1e-10
    density = direct_spin1.make_rdm1(vector, size, (n_a, n_b))
    found = np.sort(np.linalg.eigvalsh(density))[::-1]
    d = np.linalg.svd(up.T @ down, compute_uv=False)
    predicted = np.concatenate([1 + d, 1 - d, np.ones(n_a - n_b),
                                np.zeros(max(0, size - n_a - n_b))])
    predicted = np.sort(predicted)[::-1]
    assert np.all(np.abs(predicted[size:]) < 1e-10)
    error_n = np.max(np.abs(found - predicted[:size]))
    s = (n_a - n_b) / 2
    spin_vector = spin_op.contract_ss(vector, size, (n_a, n_b))
    s2_found = np.sum(vector * spin_vector)
    error_s = abs(s2_found - s * (s + 1) - np.sum(1 - d**2))
    assert error_n < 1e-9 and error_s < 1e-9
    return error_n, error_s


def prescribed_pair_sets(overlaps, n_a, size):
    """Rotated occupied sets having chosen corresponding overlaps."""
    n_b = len(overlaps)
    up = np.eye(size)[:, :n_a]
    down = np.zeros((size, n_b))
    for i, value in enumerate(overlaps):
        down[i, i] = value
        down[n_a + i, i] = np.sqrt(1 - value**2)
    frame = random_orthogonal(size)
    return (frame @ up @ random_orthogonal(n_a),
            frame @ down @ random_orthogonal(n_b))


errors = []
for size, n_a, n_b in [(8, 4, 3), (7, 3, 3), (6, 4, 3)]:
    errors.append(check_determinant(random_orthogonal(size)[:, :n_a],
                                    random_orthogonal(size)[:, :n_b]))
errors.append(check_determinant(*prescribed_pair_sets([1., .6, 0.], 4, 8)))
errors = np.array(errors)

# Carbon dimer: search for an internally stable real UHF solution.
bond_length = 1.25
mol = gto.M(atom=[["C", (0, 0, 0)], ["C", (0, 0, bond_length)]],
            basis="6-31g", unit="Angstrom", spin=0, verbose=0)
rhf = scf.RHF(mol).newton()
rhf.kernel()
assert rhf.converged
half = rhf.make_rdm1() / 2
n_ao = mol.nao_nr()
first = mol.aoslice_by_atom()[0, 3]
starts = [np.array([half, half])]
polarized = np.array([half.copy(), half.copy()])
for spin, sign in enumerate((1, -1)):
    polarized[spin, :first, :first] *= 1 + 0.5 * sign
    polarized[spin, first:, first:] *= 1 - 0.5 * sign
starts.append(polarized)
for _ in range(3):
    noise = rng.normal(scale=0.1, size=(n_ao, n_ao))
    noise = noise + noise.T
    starts.append(np.array([half + noise, half - noise]))


def refine(coefficients, occupations):
    solver = scf.UHF(mol).newton()
    solver.conv_tol = 1e-11
    solver.max_cycle = 100
    solver.kernel(coefficients, occupations)
    return solver


candidates = []
for start in starts:
    rough = scf.UHF(mol)
    rough.max_cycle = 40
    rough.kernel(start)
    candidates.append(refine(rough.mo_coeff, rough.mo_occ))
uhf = min((c for c in candidates if c.converged), key=lambda c: c.e_tot)
stable = False
for _ in range(8):
    better_orbitals, _, stable, _ = uhf.stability(return_status=True)
    if stable:
        break
    uhf = refine(better_orbitals, uhf.mo_occ)
assert stable and uhf.converged
assert uhf.e_tot <= rhf.e_tot + 1e-8

# Occupations by diagonalization; overlaps by a separate route.
overlap = mol.intor("int1e_ovlp")
values, vectors = np.linalg.eigh(overlap)
root = (vectors * np.sqrt(values)) @ vectors.T
inverse_root = (vectors / np.sqrt(values)) @ vectors.T
up = uhf.mo_coeff[0][:, uhf.mo_occ[0] > 0]
down = uhf.mo_coeff[1][:, uhf.mo_occ[1] > 0]
n_pairs = down.shape[1]
total_density = root @ (up @ up.T + down @ down.T) @ root
occupations = np.linalg.eigvalsh(total_density)[::-1]
left, d, right = np.linalg.svd(up.T @ overlap @ down)
assert np.max(np.abs(occupations[:n_pairs] - 1 - d)) < 1e-8
partners = occupations[n_pairs:2 * n_pairs][::-1]
assert np.max(np.abs(partners - (1 - d))) < 1e-8
pair_error = np.max(np.abs(occupations[:n_pairs] + partners - 2))

# Matched pairs: sum and difference of the same two corresponding orbitals.
# Order: upper members, lower members from the most open pair, empty rest.
a_set, b_set = root @ up @ left, root @ down @ right.T
columns = [(a_set[:, i] + b_set[:, i]) / np.sqrt(2 * (1 + d[i]))
           for i in range(n_pairs)]
for i in reversed(range(n_pairs)):
    if 1 - d[i] > 1e-7:
        columns.append((a_set[:, i] - b_set[:, i]) / np.sqrt(2 * (1 - d[i])))
paired = np.array(columns).T
matched = np.hstack([paired, null_space(paired.T)])
assert np.max(np.abs(matched.T @ matched - np.eye(n_ao))) < 1e-7
in_pairs = matched.T @ total_density @ matched
assert np.max(np.abs(in_pairs - np.diag(occupations))) < 1e-6
natural = inverse_root @ matched


def enclosed_weight(orbitals, k):
    """Explicit weight of the UHF determinant in the k-pair active space."""
    core = list(range(n_pairs - k))
    active = range(n_pairs - k, n_pairs + k)
    strings = np.array([core + list(c) for c in combinations(active, k)])
    result = 1.0
    for occupied in (up, down):
        projected = orbitals.T @ overlap @ occupied
        result *= np.sum(np.linalg.det(projected[strings])**2)
    return result


def singlet_casci(orbitals, k):
    """Lowest singlet with 2k electrons in 2k orbitals and a closed core."""
    n_core, n_act, electrons = n_pairs - k, 2 * k, (k, k)
    core = orbitals[:, :n_core]
    active = orbitals[:, n_core:n_core + n_act]
    core_density = 2 * core @ core.T
    coulomb, exchange = scf.hf.get_jk(mol, core_density)
    one_body = scf.hf.get_hcore(mol)
    field = coulomb - exchange / 2
    core_energy = mol.energy_nuc() + np.sum(
        core_density * (one_body + field / 2))
    h_active = active.T @ (one_body + field) @ active
    repulsion = ao2mo.kernel(mol, active)
    operator = direct_spin1.absorb_h1e(h_active, repulsion, n_act,
                                       electrons, 0.5)
    strings = cistring.num_strings(n_act, k)
    dimension = strings**2

    def apply(vector):
        ci = np.ascontiguousarray(vector).reshape(strings, strings)
        h_ci = direct_spin1.contract_2e(operator, ci, n_act, electrons)
        s_ci = spin_op.contract_ss(ci, n_act, electrons)
        return (h_ci + s_ci).ravel()   # spin penalty: 1 hartree times S^2

    if dimension <= 400:
        matrix = np.array([apply(row) for row in np.eye(dimension)])
        energies, states = np.linalg.eigh((matrix + matrix.T) / 2)
    else:
        linear = LinearOperator((dimension, dimension), matvec=apply,
                                dtype=float)
        energies, states = eigsh(linear, k=1, which="SA", ncv=50, tol=1e-10,
                                 v0=rng.normal(size=dimension))
    ci = np.ascontiguousarray(states[:, 0]).reshape(strings, strings)
    spin_square = np.sum(ci * spin_op.contract_ss(ci, n_act, electrons))
    assert abs(spin_square) < 1e-6
    density = direct_spin1.make_rdm1(ci, n_act, electrons)
    return energies[0] + core_energy, np.linalg.eigvalsh(density)[::-1]


table = []
exchanged_weights = {}
for k in range(1, 5):
    weight = enclosed_weight(natural, k)
    formula = np.prod(((1 + d[:n_pairs - k]) / 2)**2)
    assert abs(weight - formula) < 1e-8
    kept, dropped = n_pairs - k, n_pairs - k - 1
    if abs(d[kept] - d[dropped]) < 1e-6:
        # Equal occupations: exchange the lower partners across the cut.
        order = np.arange(n_ao)
        order[[n_pairs + k - 1, n_pairs + k]] = [n_pairs + k,
                                                 n_pairs + k - 1]
        exchanged = enclosed_weight(natural[:, order], k)
        assert abs(exchanged - formula * ((1 + d[kept]) / 2)**2) < 1e-8
        exchanged_weights[k] = exchanged
    energy, cas_occupations = singlet_casci(natural, k)
    if table:
        assert energy <= table[-1][2] + 1e-7
    table.append((k, weight, energy))
assert exchanged_weights   # a degenerate set is cut at least once

threshold = 0.02
selected = (occupations > threshold) & (occupations < 2 - threshold)
n_selected = int(np.sum(selected))
k_selected = n_selected // 2
assert n_selected % 2 == 0 and 1 <= k_selected <= 4
assert k_selected not in exchanged_weights
assert abs(np.sum(occupations[selected]) - n_selected) < 1e-8
canonical_order = np.lexsort((rhf.mo_energy, -rhf.mo_occ))
canonical_energy, _ = singlet_casci(rhf.mo_coeff[:, canonical_order],
                                    k_selected)
selected_energy = table[k_selected - 1][2]
cas_pair_sums = cas_occupations[:4] + cas_occupations[:3:-1]
assert np.max(np.abs(cas_pair_sums - 2)) > 1e-4
hartree_ev = physical_constants["Hartree energy in eV"][0]

print(f"largest occupation error, test determinants: {errors[:,0].max():.1e}")
print(f"largest <S^2> error, test determinants: {errors[:,1].max():.1e}")
print(f"C2 bond length: {bond_length:.2f} angstrom; basis 6-31G")
print(f"basis functions: {n_ao}; electrons of each spin: {n_pairs}")
print(f"RHF energy: {rhf.e_tot:.6f} hartree")
print(f"UHF energy: {uhf.e_tot:.6f} hartree")
print(f"UHF <S^2>: {np.sum(1 - d**2):.5f} (dimensionless)")
print("pair: overlap d, upper occupation, lower occupation (electrons)")
for i in range(n_pairs):
    print(f"  {i+1}: {d[i]:.6f}, {occupations[i]:.6f}, "
          f"{abs(partners[i]):.6f}")
print(f"largest UHF pair-sum deviation from 2: {pair_error:.1e} electrons")
for eps in (0.005, 0.01, 0.02, 0.05, 0.10, 0.20):
    number = np.sum((occupations > eps) & (occupations < 2 - eps))
    print(f"window {eps:.3f} to {2-eps:.3f} electrons: {number} orbitals")
print(f"selected at threshold {threshold:.2f}: "
      f"{n_selected} electrons in {n_selected} orbitals")
print(f"doubly occupied core orbitals: {n_pairs-k_selected}")
print("pairs kept: UHF weight in space, singlet CASCI energy (hartree)")
for k, weight, energy in table:
    note = "  (cuts a degenerate set)" if k in exchanged_weights else ""
    print(f"  {k}: {weight:.6f}, {energy:.6f}{note}")
for k, weight in exchanged_weights.items():
    print(f"UHF weight, {k} pairs kept, partners exchanged: {weight:.6f}")
print(f"selected size, canonical RHF orbitals: "
      f"{canonical_energy:.6f} hartree")
print(f"selected CASCI minus UHF: {selected_energy-uhf.e_tot:.6f} hartree")
print(f"the same difference: "
      f"{(selected_energy-uhf.e_tot)*hartree_ev:.3f} eV")
print("four-pair CASCI occupations (electrons):")
print("  " + ", ".join(f"{n:.5f}" for n in cas_occupations))
print("sums of CASCI occupations, outermost pair first (electrons):")
print("  " + ", ".join(f"{n:.5f}" for n in cas_pair_sums))
print("done: every assertion held")
```

Printed output:

```
largest occupation error, test determinants: 2.7e-15
largest <S^2> error, test determinants: 4.9e-15
C2 bond length: 1.25 angstrom; basis 6-31G
basis functions: 18; electrons of each spin: 6
RHF energy: -75.348900 hartree
UHF energy: -75.482154 hartree
UHF <S^2>: 1.77751 (dimensionless)
pair: overlap d, upper occupation, lower occupation (electrons)
  1: 0.999999, 1.999999, 0.000001
  2: 0.999999, 1.999999, 0.000001
  3: 0.998127, 1.998127, 0.001873
  4: 0.765561, 1.765561, 0.234439
  5: 0.765561, 1.765561, 0.234439
  6: 0.232526, 1.232526, 0.767474
largest UHF pair-sum deviation from 2: 6.7e-15 electrons
window 0.005 to 1.995 electrons: 6 orbitals
window 0.010 to 1.990 electrons: 6 orbitals
window 0.020 to 1.980 electrons: 6 orbitals
window 0.050 to 1.950 electrons: 6 orbitals
window 0.100 to 1.900 electrons: 6 orbitals
window 0.200 to 1.800 electrons: 6 orbitals
selected at threshold 0.02: 6 electrons in 6 orbitals
doubly occupied core orbitals: 3
pairs kept: UHF weight in space, singlet CASCI energy (hartree)
  1: 0.606173, -75.428166
  2: 0.777841, -75.487795  (cuts a degenerate set)
  3: 0.998126, -75.563464
  4: 0.999998, -75.589859
UHF weight, 2 pairs kept, partners exchanged: 0.606173
selected size, canonical RHF orbitals: -75.520721 hartree
selected CASCI minus UHF: -0.081309 hartree
the same difference: -2.213 eV
four-pair CASCI occupations (electrons):
  1.98587, 1.86851, 1.86851, 1.55684, 0.44014, 0.13427, 0.13427, 0.01160
sums of CASCI occupations, outermost pair first (electrons):
  1.99746, 2.00278, 2.00278, 1.99698
done: every assertion held
```
